\section*{Schottky barriers at hybridised metal–monolayer contacts: projection, alignment and reference levels}

\section{One contact, several barriers}

Suppose that a metal–monolayer contact has been solved, and its Fermi energy and potentials are known. The conduction edge of the free monolayer must now be carried into the contact, using some level whose shift can be read there. In the model contact worked out below, the inner atomic plane gives an electron barrier of 0.44 eV, the middle plane 0.57 eV, and the vacuum of the bare metal 0.80 eV. Nothing physical has changed between these readings. Contact has created a potential that varies across the monolayer, and a single level samples it at a single place.

Looking for the band edge directly in the contact spectrum raises a second difficulty. Hybridisation shifts the edge state, or spreads it over many metal states. What is needed is a projected quantity that has a definite electrostatic meaning, and a separate account of the hybridisation shift.

The barrier meant here is vertical: the energy from the metal Fermi level to the monolayer edge beneath the metal. The lateral barrier between covered and uncovered monolayer is a different problem.

\section{A contact small enough to solve by hand}

\subsection{Two planes and their potentials}

Let a monolayer have two planes, A and B, with one orbital each, equal orbital energies $\varepsilon$ and hopping $t>0$. Its upper edge state is $|c\rangle=(|A\rangle+|B\rangle)/\sqrt2$, with energy $E_c=\varepsilon+t$. Contact changes the electron potential energies by $V_A$ and $V_B$. The expectation value of the new energy in the old edge state is
\begin{align}
\bar E_c&=\tfrac12\left[(\varepsilon+V_A)+(\varepsilon+V_B)+2t\right]\nonumber\\
&=E_c+\tfrac12(V_A+V_B).
\end{align}
Carrying the edge along with plane A gives $E_c+V_A$ instead, which errs by $(V_A-V_B)/2$. Plane B gives the opposite error. To first order in the potentials, the edge shift weights each plane by the electron's probability of being there.

\subsection{One metal level}

Now couple $c$ to a metal level of energy $\varepsilon_m$ through a real matrix element $g$. The other monolayer state is left out for the moment. With $\Delta=\bar E_c-\varepsilon_m$,
\begin{equation}
H=\begin{pmatrix}\bar E_c&g\\ g&\varepsilon_m\end{pmatrix},\qquad
E_\pm=\frac{\bar E_c+\varepsilon_m}{2}\pm R,\qquad
R=\sqrt{\frac{\Delta^2}{4}+g^2}.
\end{equation}
If an eigenvector has components $(x,y)$, its second row gives $y=gx/(E-\varepsilon_m)$. The characteristic equation is $g^2=(E-\bar E_c)(E-\varepsilon_m)$. The weight of $c$ is therefore
\begin{align}
p&=\frac{x^2}{x^2+y^2}
=\frac{1}{1+(E-\bar E_c)/(E-\varepsilon_m)}
=\frac{E-\varepsilon_m}{2E-\bar E_c-\varepsilon_m},\nonumber\\
p_\pm&=\frac{\Delta/2\pm R}{\pm2R}
=\frac12\left(1\pm\frac{\Delta}{2R}\right).
\label{twoweights}
\end{align}
The weighted mean energy is
\begin{equation}
p_+E_++p_-E_-=\frac{\bar E_c+\varepsilon_m}{2}+R(p_+-p_-)
=\frac{\bar E_c+\varepsilon_m}{2}+\frac{\Delta}{2}=\bar E_c .
\end{equation}
At fixed potentials, hybridisation moves both levels but not this centroid. For $\Delta>0$ the state with most $c$ character lies higher by $R-\Delta/2$, which is $g^2/\Delta$ to leading order when $g\ll\Delta$. At resonance, $\Delta=0$, both weights are one half and there is no dominant state to call the edge. The centroid still exists, but it needs both states: dropping the lower one and renormalising the remaining weight turns $\bar E_c$ into $E_+$.

\section{The general result}

\subsection{Projection and alignment}

Let the orbitals be orthonormal and each belong to one atomic plane. At the wavevector of the edge,
\begin{equation}
H=\begin{pmatrix}H_M+V_M&T^\dagger\\T&H_L+V_L\end{pmatrix},\qquad
H_L|c\rangle=E_c|c\rangle .
\end{equation}
Here $M$ denotes the metal, $L$ the free monolayer in its contact geometry, and $T$ the hopping between them. The matrix $V_L$ is diagonal, with value $V_a$ on plane $a$. Let $w_a$ be the weight of $c$ on that plane, so that $\sum_a w_a=1$.

For contact eigenstates $|n\rangle$ define $p_n=|\langle c|n\rangle|^2$. Completeness gives $\sum_np_n=1$ and
\begin{align}
\bar E_c=\sum_np_nE_n
&=\sum_n\langle c|n\rangle E_n\langle n|c\rangle
=\langle c|H|c\rangle\nonumber\\
&=\langle c|H_L|c\rangle+\langle c|V_L|c\rangle
=E_c+\sum_aw_aV_a .
\label{centroid}
\end{align}
The hopping $T$ drops out because $c$ has no metal component. It still matters indirectly, since it moves charge and so determines $V_a$.

The aligned electron barrier is $\Phi_n=\bar E_c-E_F$. A single reference $r$ gives $\Phi_n(r)=E_c+V_r-E_F$. Subtraction yields its error relative to the aligned barrier:
\begin{equation}
\Phi_n(r)-\Phi_n=V_r-\sum_aw_aV_a .
\label{referror}
\end{equation}
Two references disagree by $V_r-V_{r'}$. A large disagreement is a warning, but agreement between two planes does not show that either is right.

Equation (\ref{centroid}) has conditions. If contact also changes the hopping inside the monolayer, $\langle c|H|c\rangle$ remains the centroid but gains further terms. In a first-principles calculation the full change of the Hamiltonian, including the metal's ionic and exchange-correlation potentials, must be averaged over $c$; core-level shifts then only approximate $V_a$. Overlapping projection orbitals must be orthonormalised, or their overlap matrix included, before the weights are used.

\subsection{Width of the projection}

The second central moment shows how strongly contact disturbs $c$. Acting on it,
\begin{equation}
(H-\bar E_c)|c\rangle=T^\dagger|c\rangle+
\Big(V_L-\sum_aw_aV_a\Big)|c\rangle .
\end{equation}
The first term lies in the metal and the second in the monolayer, so they are orthogonal. Taking the squared norm,
\begin{equation}
\sum_np_n(E_n-\bar E_c)^2=\|T^\dagger c\|^2+
\sum_aw_aV_a^2-\Big(\sum_aw_aV_a\Big)^2 .
\label{width}
\end{equation}
The first part measures hybridisation, the rest the potential variation seen by $c$. This root-mean-square width is not a lifetime broadening: a small weight far away can make it large while the main state remains sharp.

\subsection{Energy of the hybrid state}

Let $Q$ contain every state except $c$, let $H_Q$ be its Hamiltonian block, and let $h$ be the real vector coupling it to $c$. Write an eigenvector as $\alpha|c\rangle+|q\rangle$. The two block equations are
\begin{equation}
(E-\bar E_c)\alpha=h^Tq,\qquad (E-H_Q)q=h\alpha .
\end{equation}
Solving the second for $q$ and inserting it in the first gives, for $\alpha\ne0$ and $E$ not an eigenvalue of $H_Q$,
\begin{equation}
E=\bar E_c+\Sigma_c(E),\qquad
\Sigma_c(E)=h^T(E-H_Q)^{-1}h .
\label{selfenergy}
\end{equation}
Normalisation requires $\alpha^2[1+h^T(E-H_Q)^{-2}h]=1$. Since $\Sigma_c'=-h^T(E-H_Q)^{-2}h$, the weight of $c$ is $\alpha^2=1/(1-\Sigma_c')$.

Call the energy of the state with most $c$ character $E^*$. Its distance from $\bar E_c$ can be divided in two. Diagonalising $H_L+V_L$ alone gives the Stark shift, caused by potential mixing inside the monolayer. For small potential differences it is
\begin{equation}
\delta E_{\rm Stark}\simeq\sum_{m\ne c}
\frac{|\langle m|V_L|c\rangle|^2}{E_c-E_m},
\end{equation}
where $m$ runs over the other free-monolayer states. The remainder of $E^*-\bar E_c$ is the metal hybridisation shift. The division follows this order of operations.

\section{Obtaining the plane potentials}

Let $\Delta n_j$ be the electrons gained per cell by plane $j$, relative to the separated metal and monolayer. For cell area $A$, the charge density is $-e\sum_j\Delta n_j\delta(z-z_j)/A$. Electron energy is $-e$ times electrostatic potential, so Poisson's equation becomes
\begin{equation}
\frac{d^2V}{dz^2}=-C\sum_j\Delta n_j\delta(z-z_j),\qquad
C=\frac{e^2}{\varepsilon_0A}.
\end{equation}
Set $V=0$ in the vacuum on the bare metal side, with no external field. Integrating twice gives
\begin{equation}
V(z)=-C\sum_{z_j<z}\Delta n_j(z-z_j).
\label{poisson}
\end{equation}
Neutrality, $\sum_j\Delta n_j=0$, makes the far vacuum flat, with step $D=C\sum_j\Delta n_jz_j$.

These potentials change the populations that produce them. At each iteration the Hamiltonian is diagonalised over the Brillouin zone, one Fermi energy is fixed by the total electron number, and the new $\Delta n_j$ enter Eq. (\ref{poisson}), until input and output potentials agree. Feeding the output straight back as the next input overshoots, because $C$ times the metal layer spacing is tens of eV per electron; the values below use damped Newton steps on the difference between input and output. Without coupling or charge transfer, $E_F=-W$ and $E_c=-\chi$, where $W$ is the metal work function and $\chi$ the monolayer electron affinity. The barrier is then $W-\chi$.

\section{A three-plane monolayer}

\subsection{Model and free edges}

The model represents no named material. Ten metal layers 2.4 Å apart carry a monolayer with planes $X_{\rm in}$, $M$ and $X_{\rm out}$. The contact distance is 2.4 Å, the monolayer plane spacing $d=1.6$ Å, and the square-lattice constant 3.2 Å. Each plane has one orbital per cell. With $s=\cos k_xa+\cos k_ya$, the plane energies in eV are
\begin{align}
\varepsilon_{\rm metal}&=-5.0-2(0.5)s,\nonumber\\
\varepsilon_X&=-6.0-2(0.15)(2-s),\nonumber\\
\varepsilon_M&=-4.6+2(0.25)(2-s).
\end{align}
Hopping is 0.9 eV between metal layers and 0.6 eV between $M$ and each $X$. The last metal layer couples to $X_{\rm in}$ by 0.4 eV and to $M$ by 0.1 eV. There is one electron per metal orbital and four in the monolayer cell; $k_BT=0.05$ eV.

Both free edges are at $\Gamma$, where $s=2$. The symmetric combination of the $X$ orbitals couples to $M$ by $\sqrt2(0.6)$ eV; the antisymmetric one does not couple and gives $E_v=-6.0$ eV. The two-level formula gives
\begin{equation}
E_c=-5.3+\sqrt{0.7^2+2(0.6)^2}=-4.2\ \text{eV}.
\end{equation}
By Eq. (\ref{twoweights}), $w_M=\frac12(1+0.7/1.1)=0.818$, leaving $w_X=0.091$ on each $X$ plane. The valence state has weight one half on each $X$ plane. The gap is 1.8 eV, and the uncoupled electron barrier is $5.0-4.2=0.80$ eV.

\subsection{From charge to barrier}

After self-consistency the metal has gained 0.00746 electrons per cell. The gains of $X_{\rm in}$, $M$ and $X_{\rm out}$ are $-0.01203$, $0.00451$ and $0.00006$, so the total vanishes. With $C=17.671$ eV/Å per electron, Eq. (\ref{poisson}) gives the potential rise from $X_{\rm in}$ to $M$:
\begin{equation}
-17.671(1.6)(0.00746-0.01203)=0.129\ \text{eV}.
\end{equation}
The three potentials are $-0.3630$, $-0.2339$ and $-0.2322$ eV. Their average over the conduction edge is
\begin{equation}
0.0909(-0.3630-0.2322)+0.8182(-0.2339)=-0.245\ \text{eV}.
\end{equation}
With $E_F=-5.0$ eV, the aligned barrier is $-4.2-0.245+5.0=0.555$ eV. The projected spectrum, evaluated separately from its eigenvalues and weights, has the same centroid.

\begin{center}
\begin{tabular}{lrr}
Reference & Barrier (eV) & Error (eV)\\
Metal-side vacuum & 0.800 & $+0.245$\\
$X_{\rm in}$ & 0.437 & $-0.118$\\
$M$ & 0.566 & $+0.012$\\
$X_{\rm out}$ & 0.568 & $+0.013$\\
Plane mean & 0.524 & $-0.031$\\
Outer vacuum & 0.568 & $+0.013$
\end{tabular}
\end{center}
Errors are relative to the aligned barrier, not to the hybrid-state barrier of 0.574 eV found below. The $M$ and $X_{\rm out}$ readings happen to lie closer to that value than the aligned barrier does, because hybridisation raises the level. The outer vacuum and $X_{\rm out}$ agree because, in this sheet model, a neutral stack has no field beyond its last plane.

The small error of the $M$ reference can be traced. Since $1-w_M=2w_X$,
\begin{align}
V_M-\sum_aw_aV_a
&=-w_X\left[(V_{\rm out}-V_M)-(V_M-V_{\rm in})\right]\nonumber\\
&=w_XCd\,\Delta n_M .
\label{middle}
\end{align}
The last step holds because the potential slope changes by $-C\Delta n_M$ at $M$. Uniform and linear potentials cancel by symmetry; the charge on $M$ leaves $0.0909(17.671)(1.6)(0.00451)=0.012$ eV.

\subsection{Hybrid state and energy window}

The state with most $c$ character gives a barrier of 0.574 eV, 20 meV above the centroid. The Stark shift is 0.7 meV, and metal hybridisation contributes 19 meV. For an infinitely thick free metal, the band at $\Gamma$ spans $-7.0\pm1.8$ eV. The conduction edge lies above it and is pushed upwards. Both the sign of this shift and the sharpness of the state follow from this placement: at $\Gamma$ the model metal has no states at the edge energy. An edge inside the metal continuum becomes a resonance instead, and its shift can have either sign.

This state contains 98.97\% of $c$. The missing 1.03\% still matters because it lies far below: the centroid requires its mean energy to be about $-6.3$ eV, some 1.9 eV lower, and $0.0103\times1.9=0.020$ eV. Keeping only states above $E_F$ removes this part and, with the remaining weights renormalised, returns 0.574 eV, the hybrid-state barrier.

The metal coupling of $c$ is 0.211 eV and the root-mean-square width 0.214 eV. By Eq. (\ref{width}), hybridisation supplies nearly all of the variance.

\section{The valence edge as a harder case}

Holes sample different planes. Their edge shift is $(-0.3630-0.2322)/2=-0.298$ eV, so $\Phi_p=E_F-\bar E_v=1.298$ eV. The $M$ reference would give $-5.0+6.0+0.234=1.234$ eV, an error of $-0.064$ eV. A reference that serves electrons well can serve holes poorly.

Any common reference forces $\Phi_n+\Phi_p=E_g$, where $E_g$ is the free gap. With separate edge weights,
\begin{align}
\Phi_n+\Phi_p
&=E_g+w_M\left[V_M-\tfrac12(V_{\rm in}+V_{\rm out})\right]\nonumber\\
&=E_g+\tfrac12w_MCd\,\Delta n_M .
\end{align}
The first line uses $w_X-\frac12=-\frac12w_M$, the second the slope change in Eq. (\ref{middle}). The correction is 0.052 eV and the sum 1.852 eV. This is a difference of centroids, not a prediction of an optical gap.

The valence edge lies inside the metal band, and in the ten-layer slab no state contains as much as half of it. Consider the rule that takes, among the states at $\Gamma$, the first one below $E_F$ whose total monolayer weight exceeds a threshold; states at other wavevectors can meet the same threshold closer to $E_F$. For ten metal layers, thresholds of 0.05 and 0.30 both give 1.16 eV. For fourteen, they give 1.06 and 1.26 eV. Agreement between thresholds in one slab is therefore no proof of convergence. The centroid barrier is 1.298 eV in both slabs.

That stability does not make the centroid a spectral peak. For a resonance, the projected line shape should be reported beside it, with enough metal layers or a semi-infinite metal to resolve the continuum.

\section{Procedure and limits}

For another contact, the extraction runs as follows.
\begin{enumerate}
\item Solve the free monolayer in its contact geometry. Store each edge energy, edge state and set of plane weights. In a supercell, keep track of the folded edge wavevector.
\item Solve the contact self-consistently. Read the shift of a localised level on every plane, with these levels and $E_F$ on one energy scale. Because $\sum_aw_a=1$, an offset between the energy zeros of the contact and of the free monolayer cancels in the barrier.
\item Form the edge-weighted shift and the aligned barrier, separately for electrons and holes.
\item Project all contact states on the stored edge state. Check that the weights sum to one and compare the centroid with the aligned edge. A discrepancy points to missing states, non-orthogonal projectors or a contact-induced change not described by plane potentials.
\item Report the dominant hybrid energy and its weight if one state dominates; otherwise report the line shape.
\item Repeat with each reference level, and vary slab thickness and wavevector sampling.
\end{enumerate}

In the model, deep levels are given the potentials of their planes and coupled weakly to the valence orbitals. Their shifts return those potentials within 0.3 meV. Nearly all of this difference arises because the two equal $X$ levels of the free monolayer mix through $M$, whereas the contact potential separates them and localises each on its own plane. This tests the reading of a local potential, not the relaxation around a real core hole.

Reference sensitivity grows with contact strength here. Multiplying both contact hoppings by 0.5, 1 and 1.25 gives aligned barriers of 0.689, 0.555 and 0.516 eV. The largest disagreement between plane references grows from 0.028 to 0.131 and 0.211 eV. The hybrid state lies 5, 20 and 31 meV above the centroid, close to the quadratic growth expected at leading order in the coupling.

These values belong to a mean-field sheet model. It omits Pauli push-back of the metal's electron tail, exchange-correlation changes and atomic relaxation, all of which can alter the potentials and the barrier. The aligned barrier places the original edge in the contact potential; the hybrid energy locates a dressed state at the same wavevector. Neither alone determines the contact resistance, which also depends on transmission and on the lateral barrier. The full set of values is in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
lattice constant 3.2 A; kT 0.05 eV
metal spacing 2.4 A; contact 2.4 A
layer plane spacing 1.6 A; metal layers 10
metal onsite -5.0 eV
metal hops: parallel 0.5, normal 0.9 eV
Gamma onsite: X -6.0, M -4.6 eV
layer hops: X 0.15, M 0.25, X-M 0.6 eV
contact hops: X 0.4, M 0.1 eV
sheet constant C 17.671 eV/A per electron
free metal work function 5.0000 eV
free edges: E_c -4.2000, E_v -6.0000 eV; gap 1.8000 eV
c plane weights X_in,M,X_out: [0.0909 0.8182 0.0909]
v plane weights X_in,M,X_out: [0.5 0.  0.5]
uncoupled electron barrier 0.8000 eV
contact Fermi energy -5.0000 eV
metal electron gain 0.00746 per cell
layer electron gains X_in,M,X_out: [-1.203e-02  4.510e-03  6.000e-05]
V on X_in,M,X_out (eV): [-0.363  -0.2339 -0.2322]
outer vacuum step -0.2322 eV
largest core-reading error 0.282 meV
edge-weighted shifts: c -0.2454, v -0.2976 eV
c centroid -4.4454 eV; rms width 0.2143 eV
metal coupling of c 0.2111 eV
dominant c state -4.4257 eV; c weight 0.9897
its total layer weight 0.9897
c centroid from states above E_F only -4.4257 eV
Stark shift 0.670 meV
second-order Stark estimate 0.706 meV
metal hybridisation shift 0.0191 eV
electron barrier: centroid 0.5546, state 0.5743 eV
ref metal-side vacuum: barrier 0.8000, error +0.2454 eV
ref X_in plane: barrier 0.4370, error -0.1175 eV
ref M plane: barrier 0.5662, error +0.0116 eV
ref X_out plane: barrier 0.5678, error +0.0132 eV
ref plane mean: barrier 0.5237, error -0.0309 eV
ref outer vacuum: barrier 0.5678, error +0.0132 eV
ref edge-weighted: barrier 0.5546, error +0.0000 eV
hole barrier from centroid 1.2976 eV
sum of centroid barriers 1.8521 eV
largest v weight in one state 0.4714
hole barrier, layer weight >= 0.05: 1.1596 eV (10 layers), 1.0644 eV (14)
hole barrier, layer weight >= 0.30: 1.1596 eV (10 layers), 1.2627 eV (14)
14 layers: centroid electron 0.5546, hole 1.2976 eV
14 layers: dominant-state electron barrier 0.5744 eV
denser k grid: centroid electron barrier 0.5546 eV
coupling x0.50: centroid 0.6889, state 0.6936, plane spread 0.0277 eV
coupling x1.00: centroid 0.5546, state 0.5743, plane spread 0.1308 eV
coupling x1.25: centroid 0.5163, state 0.5474, plane spread 0.2114 eV
\end{verbatim}
